# How strongly a thin barrier suppresses proton and methyl tunnelling: test program

```python
"""
Result under test: a particle of mass m whose energy E lies a gap D below the
top of a rectangular barrier of width a has the WKB transmission factor
exp(-S), S = 2 a sqrt(2 m D) / hbar. For a = 0.1 nm and D = 0.5 eV,
S is about 31 for a proton and about 120 for a rigid methyl group.

Symbols: kappa = decay constant of the amplitude; V0 = E + D = barrier height;
T = transmission probability; omega = frequency of an inverted parabola with
the same height above E and the same width at E.
The program also sizes effects left out of the rectangular fixed-width model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

EV = const.electron_volt
HBAR = const.hbar
NM = 1e-9
K_EV = const.k / EV                      # Boltzmann constant, eV/K

width = 0.1 * NM
gap_ev = 0.5
temperature = 500.0
width_spread = 0.005 * NM
width_error = 0.01 * NM
recoil_mass = 14.0 * const.atomic_mass   # one nitrogen, by mass number

proton_mass = const.m_p
methyl_mass = 12.0 * const.atomic_mass + 3.0 * (const.m_p + const.m_e)
particles = {
    "proton": (proton_mass, 0.20, 31.0),
    "methyl": (methyl_mass, 0.06, 120.0),
}


def wave_number(mass, energy_ev):
    return np.sqrt(2.0 * mass * energy_ev * EV) / HBAR


def transmission_by_integration(mass, energy_ev, barrier_width):
    """Integrate the Schroedinger equation from the exit edge to the entrance."""
    k_a = wave_number(mass, energy_ev) * barrier_width
    strength = 2.0 * mass * gap_ev * EV * (barrier_width / HBAR) ** 2

    def equation(s, y):
        return [y[1], strength * y[0]]

    start = np.array([1.0 + 0.0j, -1j * k_a])
    solution = solve_ivp(equation, (0.0, 1.0), start, method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    psi, slope = solution.y[:, -1]
    incoming = 0.5 * (psi - slope / (1j * k_a))
    return 1.0 / abs(incoming) ** 2


def parabola_by_integration(depth):
    """Transmission of an inverted parabola; depth below top in hbar*omega."""
    far = 14.0

    def local(y):
        k = np.sqrt(y * y - 2.0 * depth)
        return k, y / k                  # local wave number and its derivative

    k, dk = local(far)
    psi0 = k ** -0.5 + 0.0j
    start = np.array([psi0, (1j * k - dk / (2.0 * k)) * psi0])
    solution = solve_ivp(lambda y, f: [f[1], -(y * y - 2.0 * depth) * f[0]],
                         (far, -far), start, method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    psi, slope = solution.y[:, -1]
    k, dk = local(-far)
    incoming = 0.5 * np.sqrt(k) * (psi + (slope + dk / (2 * k) * psi) / (1j * k))
    return 1.0 / abs(incoming) ** 2


# The parabolic transmission law, below and above the top
for depth in (-0.3, 0.3, 1.0):
    law = 1.0 / (1.0 + np.exp(2.0 * np.pi * depth))
    # tolerance: start and end waves are asymptotic forms at finite distance
    assert abs(parabola_by_integration(depth) / law - 1.0) < 2e-3

print(f"barrier width: {width / NM:.2f} nm")
print(f"barrier top above particle energy: {gap_ev:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {K_EV * temperature:.4f} eV")
boltzmann = np.exp(-gap_ev / (K_EV * temperature))
print(f"Boltzmann exponent gap/kT: {gap_ev / (K_EV * temperature):.2f}")
print(f"Boltzmann factor: {boltzmann:.2e}")
print(f"rms width spread: {width_spread / NM:.3f} nm")

exponents = {}
for name, (mass, energy_ev, claimed) in particles.items():
    kappa = wave_number(mass, gap_ev)
    exponent = 2.0 * kappa * width
    exponents[name] = exponent
    height_ev = energy_ev + gap_ev
    assert abs(exponent - claimed) < 0.5

    # Wave-equation solution against the matching formula and its opaque limit
    numerical = transmission_by_integration(mass, energy_ev, width)
    exact = 1.0 / (1.0 + height_ev ** 2 * np.sinh(kappa * width) ** 2
                   / (4.0 * energy_ev * gap_ev))
    prefactor = 16.0 * energy_ev * gap_ev / height_ev ** 2
    assert abs(numerical / exact - 1.0) < 1e-5
    assert abs(numerical / (prefactor * np.exp(-exponent)) - 1.0) < 1e-5

    # The exponent is the slope of -ln T with width, times the width
    thin = transmission_by_integration(mass, energy_ev, 0.9 * width)
    thick = transmission_by_integration(mass, energy_ev, 1.1 * width)
    assert abs(np.log(thin / thick) / 0.2 / exponent - 1.0) < 1e-5

    # Equal tunnelling and Boltzmann factors, without and with the prefactor
    crossover = gap_ev / (K_EV * exponent)
    crossover_full = -gap_ev / (K_EV * np.log(numerical))
    assert abs(crossover_full / crossover - 1.0) < 0.06

    # Parabola: action integral against the factor pi/4 and against omega
    shape = quad(lambda t: np.sqrt(max(0.0, 1.0 - 4.0 * t * t)), -0.5, 0.5)[0]
    parabola_exponent = exponent * shape
    quantum_ev = HBAR * np.sqrt(8.0 * gap_ev * EV / mass) / width / EV
    assert abs(shape - np.pi / 4.0) < 1e-7
    assert abs(2 * np.pi * gap_ev / quantum_ev / parabola_exponent - 1) < 1e-6

    # Thermal average over the parabola, from its foot upward
    def weighted(x, temp):
        ratio = 2.0 * np.pi * K_EV * temp / quantum_ev
        return np.exp(-x - np.logaddexp(0.0, -ratio * x))

    foot = -gap_ev / (K_EV * temperature)
    below = quad(weighted, foot, 0.0, args=(temperature,))[0]
    above = quad(weighted, 0.0, 60.0, args=(temperature,))[0]
    half_u = quantum_ev / (2.0 * K_EV * temperature)
    enhancement = half_u / np.sin(half_u)
    # tolerance: the law extends the parabola below its actual foot
    assert abs((below + above) / enhancement - 1.0) < 1e-4
    parabola_crossover = quantum_ev / (2.0 * np.pi * K_EV)
    cold, warm = 0.9 * parabola_crossover, 1.1 * parabola_crossover
    assert weighted(-gap_ev / (K_EV * cold), cold) > weighted(0.0, cold)
    assert weighted(-gap_ev / (K_EV * warm), warm) < weighted(0.0, warm)

    # Recoil: least mass-weighted path length against the reduced-mass formula
    m_u = mass / const.atomic_mass
    frame_u = recoil_mass / const.atomic_mass
    path = minimize_scalar(lambda t: m_u * t * t + frame_u * (1.0 - t) ** 2,
                           bounds=(0.0, 1.0), method="bounded",
                           options={"xatol": 1e-10})
    reduced = mass * recoil_mass / (mass + recoil_mass)
    recoil_exponent = 2.0 * wave_number(reduced, gap_ev) * width
    assert abs(exponent * np.sqrt(path.fun / m_u) / recoil_exponent - 1) < 1e-7

    # Gaussian width spread: explicit average over positive widths
    widths = np.linspace(0.0, 2.0 * width, 20001)
    density = np.exp(-0.5 * ((widths - width) / width_spread) ** 2)
    density /= density.sum()
    average = np.sum(density * np.exp(-2.0 * kappa * (widths - width)))
    spread_factor = np.exp(2.0 * (kappa * width_spread) ** 2)
    shift = 2.0 * kappa * width_spread ** 2
    peak = widths[np.argmax(density * np.exp(-2 * kappa * (widths - width)))]
    assert abs(average / spread_factor - 1.0) < 1e-5
    assert abs(width - peak - shift) < 2.0 * (widths[1] - widths[0])

    print(f"{name} mass: {m_u:.4f} u")
    print(f"{name} energy E: {energy_ev:.2f} eV")
    print(f"{name} barrier height V0: {height_ev:.2f} eV")
    print(f"{name} kappa: {kappa * NM:.1f} per nm")
    print(f"{name} WKB exponent S: {exponent:.2f}")
    print(f"{name} exp(-S): {np.exp(-exponent):.2e}")
    print(f"{name} prefactor: {prefactor:.2f}")
    print(f"{name} full transmission: {numerical:.2e}")
    print(f"{name} full T / Boltzmann factor: {numerical / boltzmann:.2e}")
    print(f"{name} crossover, exponent only: {crossover:.1f} K")
    print(f"{name} crossover with prefactor: {crossover_full:.1f} K")
    print(f"{name} parabola exponent: {parabola_exponent:.2f}")
    print(f"{name} parabola hbar*omega: {quantum_ev:.4f} eV")
    print(f"{name} parabola crossover: {parabola_crossover:.1f} K")
    print(f"{name} thermal rate / classical: {below + above:.3f}")
    print(f"{name} share passing below top: {100*below/(below+above):.1f} %")
    print(f"{name} exponent with N recoil: {recoil_exponent:.2f}")
    print(f"{name} factor for {width_error / NM:.2f} nm less width: "
          f"{np.exp(2.0 * kappa * width_error):.3g}")
    print(f"{name} width-spread factor: {spread_factor:.3g}")
    print(f"{name} dominant width shift: {shift / NM:.4f} nm")
    print(f"{name} shift / rms spread: {shift / width_spread:.2f}")

# The mass law, using transmission slopes obtained from the wave equation
slopes = []
for mass, energy_ev, _ in particles.values():
    thin = transmission_by_integration(mass, energy_ev, 0.9 * width)
    thick = transmission_by_integration(mass, energy_ev, 1.1 * width)
    slopes.append(np.log(thin / thick))
mass_root = np.sqrt(methyl_mass / proton_mass)
assert abs(slopes[1] / slopes[0] / mass_root - 1.0) < 1e-5
print(f"methyl/proton mass ratio: {methyl_mass / proton_mass:.3f}")
print(f"methyl/proton exponent ratio: "
      f"{exponents['methyl'] / exponents['proton']:.3f}")
print("checks complete")
```

Output:

```
barrier width: 0.10 nm
barrier top above particle energy: 0.50 eV
temperature: 500 K
thermal energy kT: 0.0431 eV
Boltzmann exponent gap/kT: 11.60
Boltzmann factor: 9.12e-06
rms width spread: 0.005 nm
proton mass: 1.0073 u
proton energy E: 0.20 eV
proton barrier height V0: 0.70 eV
proton kappa: 155.2 per nm
proton WKB exponent S: 31.05
proton exp(-S): 3.29e-14
proton prefactor: 3.27
proton full transmission: 1.07e-13
proton full T / Boltzmann factor: 1.18e-08
proton crossover, exponent only: 186.9 K
proton crossover with prefactor: 194.3 K
proton parabola exponent: 24.38
proton parabola hbar*omega: 0.1288 eV
proton parabola crossover: 238.0 K
proton thermal rate / classical: 1.499
proton share passing below top: 47.2 %
proton exponent with N recoil: 29.99
proton factor for 0.01 nm less width: 22.3
proton width-spread factor: 3.34
proton dominant width shift: 0.0078 nm
proton shift / rms spread: 1.55
methyl mass: 15.0235 u
methyl energy E: 0.06 eV
methyl barrier height V0: 0.56 eV
methyl kappa: 599.5 per nm
methyl WKB exponent S: 119.90
methyl exp(-S): 8.48e-53
methyl prefactor: 1.53
methyl full transmission: 1.30e-52
methyl full T / Boltzmann factor: 1.42e-47
methyl crossover, exponent only: 48.4 K
methyl crossover with prefactor: 48.6 K
methyl parabola exponent: 94.17
methyl parabola hbar*omega: 0.0334 eV
methyl parabola crossover: 61.6 K
methyl thermal rate / classical: 1.025
methyl share passing below top: 9.7 %
methyl exponent with N recoil: 83.27
methyl factor for 0.01 nm less width: 1.61e+05
methyl width-spread factor: 6.37e+07
methyl dominant width shift: 0.0300 nm
methyl shift / rms spread: 5.99
methyl/proton mass ratio: 14.915
methyl/proton exponent ratio: 3.862
checks complete
```
